# Subthreshold Swing Floor from a Conducting Exponential Band Tail, part 2

The problem is the subthreshold swing $S=dV_g/d\log_{10}I$, the gate voltage per decade of drain current $I$, in an n-channel transistor with an exponential tail of states below the band edge. Swings are given in mV/dec.

Energies $\varepsilon$ are measured from the edge of the lowest two-dimensional subband. The Fermi level on this scale is $x$, negative below threshold, and $|x|$ is the depth. The density of states per area, $g$, is $g_0=g_vm_t/(\pi\hbar^2)$ above the edge ($g_v$ valleys, in-plane mass $m_t$) and $g_0e^{\varepsilon/w}$ below it, with $w=kT_0$ and $a=T/T_0$. Electrons are independent, with occupation $f(\varepsilon-x)=1/(1+e^{(\varepsilon-x)/kT})$; tail and band share one local quasi-Fermi level. The density is $n=n_b+n_t$, band plus tail, and $\lambda=n/(dn/dx)$. Then

$$n_b=g_0kT\ln\!\left(1+e^{x/kT}\right). \tag{7}$$

$$\frac{dn}{dx}=\frac{1}{w}\int_{-\infty}^{0}g(\varepsilon)f(\varepsilon-x)\,d\varepsilon=\frac{n_t}{w}, \tag{10}$$

$$\lambda\ \ge\ k\max(T,T_0). \tag{14}$$

For any density of states,

$$\frac{dn}{dx}=\frac{1}{kT}\int g\,f(1-f)\,d\varepsilon\le\frac{n}{kT}, \tag{13}$$

At large depth,

$$n_t\simeq g_0w\,\frac{\pi a}{\sin\pi a}\,e^{-|x|/w}\qquad(T<T_0). \tag{21}$$

$$\frac{n_b}{n_t}\simeq\frac{\sin\pi a}{\pi}\,\exp\!\left[-\frac{|x|}{kT}(1-a)\right]\qquad(T<T_0). \tag{22}$$

$$\frac{n_b}{n_t}\simeq\frac{w}{|x|}\qquad(T=T_0). \tag{24}$$

If the tail is cut off abruptly at $\varepsilon=-D$, then at $T=0$ and for $-D<x<0$

$$\lambda=w\left[1-e^{-(x+D)/w}\right]. \tag{26}$$

Let $\psi$ be the surface potential, with $dx=q\,d\psi$ at fixed Fermi level, $q>0$ the elementary charge, and $C_{ox}$ and $C_d$ the gate and depletion capacitances per area. The body factor is $m_0$, and

$$dV_g=m_0\,d\psi+\frac{q}{C_{ox}}\,dn,\qquad m_0=1+\frac{C_d}{C_{ox}} . \tag{28}$$

The gate has width $W$ and length $L$, and $y$ runs along the channel. For equal constant mobility $\mu$ in tail and band and a drain voltage $V_d\ll kT_0/q$, $I=q\mu(W/L)nV_d$ and

$$S=\ln10\left[m_0\,\frac{kT_0}{q}\left(1+\frac{n_b}{n_t}\right)+\frac{qn}{C_{ox}}\right]. \tag{31}$$

$$S\ \ge\ \ln10\;\frac{m_0k}{q}\,\max(T,T_0), \tag{32}$$

Equality is approached deep below threshold. The floor is $m_0(kT_0/q)\ln10$.

**Finite drain voltage.** Let $V$ be the drop of the quasi-Fermi level from the source, divided by $q$. It runs from 0 to $V_d$. The constant current is $I=q\mu Wn\,dV/dy$, and integration over the length gives

$$I=q\mu\frac{W}{L}\,K,\qquad K=\int_0^{V_d}n\,dV . \tag{33}$$

In a gradual channel, (28) holds at each point. Locally $x=q(\psi-V)$ plus a constant, hence $d\psi=dx/q+dV$ and

$$dV_g=m_0\left(\frac{dx}{q}+dV\right)+\frac{q}{C_{ox}}\,\frac{dn}{dx}\,dx . \tag{34}$$

Along the channel $dV_g=0$, so $dV=-dx/q-(q/m_0C_{ox})\,dn$. With subscripts $s$ and $d$ for the source and drain ends,

$$K=\frac1q\int_{x_d}^{x_s}n\,dx+\frac{q}{2m_0C_{ox}}\left(n_s^2-n_d^2\right). \tag{35}$$

The derivative of $K$ with respect to $V_g$ also follows from (34). Setting $dV=0$ gives $\partial x/\partial V_g=1/B$ with $B=m_0/q+(q/C_{ox})\,dn/dx$, and setting $dV_g=0$ gives $\partial x/\partial V=-m_0/B$. Therefore $\partial n/\partial V_g=-(1/m_0)\,\partial n/\partial V$, and

$$\frac{dK}{dV_g}=-\frac1{m_0}\int_0^{V_d}\frac{\partial n}{\partial V}\,dV=\frac{n_s-n_d}{m_0}. \tag{36}$$

Since $S=\ln10\,K/(dK/dV_g)$ and $n_s^2-n_d^2=(n_s-n_d)(n_s+n_d)$,

$$S=\ln10\left[\frac{m_0}{q}\,\frac{\int_{x_d}^{x_s}n\,dx}{n_s-n_d}+\frac{q(n_s+n_d)}{2C_{ox}}\right]. \tag{37}$$

Integrating $n\ge k\max(T,T_0)\,dn/dx$ from $x_d$ to $x_s$ shows that (32) survives at any drain voltage in this model. When $n_d\ll n_s$, the charging term is half that in (31). A pointwise numerical solution of the channel at $n_s=10^{10}$ cm$^{-2}$ and $V_d=50$ mV, at 4.2 K and at $T_0$, agreed with (37) to within one part in $10^4$.

**A less mobile tail.** Now let the tail mobility be $r$ times the band mobility, with $r$ constant. At small drain voltage the current follows $n_r=n_b+rn_t$, but the whole tail still charges the gate. Differentiating (7) gives $dn_b/dx=g_0f_c$, where $f_c=1/(1+e^{-x/kT})$ is the occupation at the edge. By (10), $dn_t/dx=n_t/w-g_0f_c$. Thus

$$\frac{dn_r}{dx}=(1-r)g_0f_c+\frac{rn_t}{w}. \tag{38}$$

From (28) and (10), $dV_g/dx=m/q$ with the enlarged body factor $m=m_0+q^2n_t/(C_{ox}w)$. The swing is

$$S_r=\ln10\;\frac{m}{q}\;\frac{n_b+rn_t}{(1-r)g_0f_c+rn_t/w}. \tag{39}$$

For $r=1$ this returns (31). For $0<r<1$ and $T<T_0$, the tail terms win at sufficient depth by (22), and the floor returns, though at a lower current. The thermal bound $\ln10\,m_0kT/q$ holds for every $r$, because (13) applies to the mobility-weighted density of states. The floor also holds if $r\ge1-a$: from $\ln(1+y)\ge y/(1+y)$, $n_b\ge g_0kTf_c\ge(1-r)wg_0f_c$, so the fraction in (39) is at least $w$. Thus (32) survives for all $r$ at $T\ge T_0$. For $r<1-a$ it is no longer guaranteed, and before that depth is reached the swing can lie below the floor. For small $r$, or $T$ close to $T_0$, the required density can be too low to reach. In the device below, at $n_r=10^7$ cm$^{-2}$, the swing is still 8.6 mV/dec for $r=0.01$ at 35 K and 5.2 mV/dec for $r=10^{-4}$ at 20 K, against a floor of 10.13.

For an immobile tail, $r=0$ and $S_0=\ln10\,(m/q)\,n_b/(g_0f_c)$. Deep below threshold at fixed $T$, $n_b/(g_0f_c)\to kT$ and $m\to m_0$, so the swing is thermal and has no floor. If instead the reading is made at a fixed $n_b$ while $T\to0$, the Fermi level enters the band, with $f_c\to1$. The tail is then completely filled, so $n_t\to g_0w$, and

$$S_0\to\ln10\;n_b\left(\frac{m_0}{qg_0}+\frac{q}{C_{ox}}\right). \tag{40}$$

This residue is proportional to the density at which $S$ is read and has nothing to do with $kT_0$. Numerical gate sweeps at 4.2, 20, 77 and 300 K with $r=1$, 0.01 and 0, using the device below, agreed with (39) to within one part in $10^4$.

**Worked example.** Take rough parameters for a long silicon n-channel transistor: $kT_0=4.0$ meV, hence $T_0=46.4$ K, $m_0=1.10$, and an oxide of 1.2 nm, for which $C_{ox}=2.88$ µF/cm². Two valleys of in-plane mass 0.19 electron masses give $g_0=1.587\times10^{14}$ eV$^{-1}$cm$^{-2}$. The floor is

$$1.10\times4.0\ \text{mV}\times2.303=10.13\ \text{mV/dec}.$$

The swing is read at a fixed current-carrying density, $n_r=10^9$ cm$^{-2}$, and small drain voltage. For $r=1$ the charging term is then 0.128 mV/dec. At 1 K, where $\pi a/\sin\pi a$ is close to 1, equation (21) gives the depth $4.0\ln(6.35\times10^{11}/10^9)=25.8$ meV, as found numerically.

| $T$ (K) | $S$, tail conducts | $S$, tail immobile | $m_0(kT/q)\ln10$ |
|---|---|---|---|
| 1.0 | 10.26 | 1.95 | 0.22 |
| 4.2 | 10.26 | 6.14 | 0.92 |
| 10 | 10.26 | 8.75 | 2.18 |
| 20 | 10.26 | 8.62 | 4.37 |
| 46.4 | 11.42 | 10.97 | 10.13 |
| 77 | 17.02 | 17.13 | 16.81 |
| 300 | 65.62 | 65.64 | 65.48 |

All swings are in mV/dec. At 20 K the ratio $n_b/n_t$ is only $4\times10^{-5}$, and the excess over the floor is the charging term, 1.3% of the floor. At $T_0$ the depth is 34.9 meV, and (24) gives $n_b/n_t=4.0/34.9=0.115$. Equation (31) then yields $10.13\times1.115+0.13=11.42$ mV/dec, 13% above the floor. At 300 K the ratio is 5.46, and $10.13\times6.46+0.13$ gives 65.6 mV/dec.

The column for the immobile tail has an unexpected feature: between 10 and 20 K it is nearly flat and even falls slightly. At fixed $n_b\ll g_0kT$, (7) gives the depth $kT\ln(g_0kT/n_b)$, which is small at low temperature. Many tail states are then filled at the reading point, and their charge raises $m$. At 4.2 K the depth is 1.46 meV and $m=7.3$. Since $S_0\simeq(m/q)kT\ln10$ here, dividing the third column by the fourth and multiplying by $m_0$ gives $m\approx4.4$ at 10 K and 2.2 at 20 K. The thermal energy doubles while $m$ halves. A plateau over a limited temperature range thus does not by itself prove that the tail conducts. In this example the two cases separate clearly at 4.2 K and below. Reading the swing at lower current also separates them, because $m$ falls toward $m_0$. The fall is slow at low temperature, since by (21) the tail charge varies only as $n_b^{\,a}$. Lowering $n_b$ from $10^9$ to $10^7$ cm$^{-2}$ takes $m$ from 7.3 to 5.2 at 4.2 K, from 4.4 to 2.3 at 10 K and from 2.2 to 1.25 at 20 K. The swing for the immobile tail drops to 4.3, 4.6 and 5.0 mV/dec, while the conducting tail stays at the floor.

For partial mobility at 4.2 K, the tail density must be about $10^9/r$ cm$^{-2}$ to carry the same current, so the charging term is about $0.128/r$ mV/dec. This predicts $10.13+1.28=11.41$ mV/dec for $r=0.1$ and $10.13+12.8=22.9$ mV/dec for $r=0.01$. The full calculation gives 11.41 and 22.95 mV/dec. The estimate holds down to $r\approx0.005$. For smaller $r$ the density $10^9/r$ approaches the total number of tail states, and the band takes over the current. The swing is about 41 mV/dec at $r=0.004$ and 44 at $r=0.0035$, then falls to 19 at $r=0.002$ and 9.5 at $r=0.001$, on its way to the immobile value.

At $V_d=50$ mV and 4.2 K the charging term is halved, and $S=10.131+0.064=10.195$ mV/dec. This assumes a long tail, because the Fermi level at the drain end lies about 76 meV below the edge. An end of the tail matters more here than in (26): a cut-off at $D=46$ meV, five $w$ below the level at the source, gives 9.87 mV/dec against 10.19 at small drain voltage, and one at 40 meV gives 9.16 against 9.98. For $\mu=500$ cm²/Vs and a gate 10 µm wide and 1 µm long, $K\approx n_skT_0/q$, and the current is about $q\times500\times10\times10^9\times0.004$ in A, or 3.2 nA.

**Comparison with real devices.** Silicon transistors cooled to a few kelvin typically show swings of roughly 10 mV/dec, far above the thermal value near 1 mV/dec. The example lies in this regime, but its $kT_0$ was chosen for that purpose, so the agreement is not evidence for the mechanism. The assumption most open to doubt is the constant mobility, since tail states tend to be localised. At 4.2 K, small drain voltage and the same reading current, relaxing it moves the swing from 10.3 to 23 mV/dec for $r=0.01$, to about 41 mV/dec for $r=0.004$, or to 6.1 mV/dec for an immobile tail. These values depend on the drain voltage: at $V_d=50$ mV and the same $n_r$ at the source they become 16.5, 26 and 5.7 mV/dec, and $r=0.001$ gives 19 instead of 9.5. The parameters themselves show the difficulty. The sheet conductivity $qn\mu$ at the reading point is only $2\times10^{-3}\,e^2/h$, and the scattering time implied by $\mu$ gives $\hbar/\tau\approx12$ meV, three times the tail width. The mobility is therefore a phenomenological constant here, not that of band-like carriers, and nothing in the model guarantees that it is independent of energy or temperature. The gate is far longer than in advanced circuits, and its oxide is unusually thin for such a large area. The drain current of 3.2 nA over $10^{-7}$ cm² equals 0.03 A/cm². Plain silicon dioxide 1.2 nm thick can leak more than this at about 1 V, so 1.2 nm should be read as the equivalent thickness of a physically thicker insulator, whose leakage must still be well below that figure.

**Other neglected effects.** Interface traps of constant density $D_{it}$ per energy and area, in equilibrium with the channel, add $q^2D_{it}/C_{ox}$ to $m_0$, with $D_{it}$ per joule. For $10^{12}$ eV$^{-1}$cm$^{-2}$ the swing at 4.2 K rises by 0.51 mV/dec, and the rise is proportional to $D_{it}$. Upper valleys placed 30 meV higher, with tails of the same width, change $S$ by at most 0.006 mV/dec at the temperatures computed. In a uniformly doped body with 1 V of band bending at the edge, the variation of $C_d$ raises the swing by 0.1% at 4.2 K and 1.2% at 300 K. Quantisation of the channel matters more. In the same body the lowest subband lies 0.11 to 0.12 eV above the bulk band edge at the surface, and this energy grows with the surface field, so that $dx\approx0.96\,q\,d\psi$. This divides $m_0$ by 0.96 and raises the floor by 4%, to about 10.5 mV/dec. The subband charge is centred about 1.4 nm from the interface, and charge spread over the subband wave function raises the charging term by about a quarter; a sheet at 1.4 nm would raise it by about 40%. The value of 1 V is a round, low figure. Near 4 K the gap plus the subband energy requires about 1.3 V, which at the same $m_0$ gives a subband energy of about 0.14 eV and an oxide field of 2.1 to 2.2 MV/cm, with the factor 0.96 unchanged. The body doping implied by $m_0=1.10$ is about $10^{18}$ cm$^{-3}$; freeze-out of the neutral body at low temperature is not modelled.

Tunnelling from source to drain through a flat barrier 25.9 meV high has a transmission near $10^{-312}$ at 1 µm. Its logarithm is proportional to length, so at 10 nm the same barrier would transmit about $10^{-3}$, and the diffusive model would be unsafe. For a conducting tail, at most 100 electrons are under the gate at the reading point; for $r<1$ the trapped charge makes the number larger. Even 100 is few. If the tail consists of discrete, independent, randomly placed levels, the swing of a single device of this size scatters by about 14% at 4.2 K and about 30% at 1 K when read as a local slope (about 7% when read over the decade of current centred on the reading point, 12% over the decade below it and 4% over the decade above it), and by more if the levels are degenerate, so the tabulated values describe the smooth average density of states. At $10^7$ cm$^{-2}$ there would be at most one, and a continuous density would lose its meaning, which limits how deep the floor can be followed in this device.

The remaining estimates are harmless here. Self-heating is about $2\times10^{-5}$ K for a thermal resistance of $10^5$ K/W. That value is low for cryogenic operation: if the heat leaves only by ballistic phonons through the gate area, the resistance is about $2\times10^6$ K/W at 4.2 K and $10^8$ K/W at 1 K, and the lattice heats by about $3\times10^{-4}$ K and 0.02 K, which is still small. The carrier velocity at the source, $2\times10^4$ cm/s, is far below the rough saturation value of $10^7$ cm/s. It rises toward the drain as the density falls. At $V_d=50$ mV the model gives $5\times10^9$ cm/s at the drain end, where it fails, but the saturation value is exceeded only in the last 2 nm of the 1 µm channel, which would lower the current by about 0.2%. The flow is diffusive, however, with a field of only about 0.5 V/cm along the channel, so the relevant limit is a thermal velocity. For band carriers at 4.2 K, taken as $\sqrt{2kT/\pi m_t}$ (other usual definitions change the figures by up to a factor of two), it is about $1.5\times10^6$ cm/s, which is exceeded in the last 14 nm and lowers the current by about 1.4%. The oxide field for 1 V of band bending is 1.7 MV/cm, against a rough breakdown field of 10 MV/cm for silicon dioxide. The numerical output below gives the remaining values; the mean lateral field listed there is $V_d/L$, the mean gradient of the quasi-Fermi potential, not the electrostatic field in the channel.

## Numbers as computed

```
tail width kT0 = 4.0 meV; T0 = 46.4 K
body factor m0 = 1.10
masses: transverse 0.19, longitudinal 0.92; valleys 2
band density of states g0 = 1.587e+14 /(eV cm2)
oxide 1.2 nm, Cox = 2.878 uF/cm2
gate width 10 um, length 1 um
mobility 500 cm2/Vs; read density 1.0e+09 /cm2
tail states in total g0*kT0 = 6.350e+11 /cm2
saturated swing m0*(kT0/q)*ln10 = 10.131 mV/dec
channel-charge term at read point = 0.128 mV/dec
Small drain bias, fixed mobile density; S in mV/dec:
T(K)  depth(meV)  nband/ntail  S conducting  S immobile  m0*kT*ln10/q
  1.0    25.82   1.054e-129    10.260     1.945     0.218
  4.2    25.87    5.234e-30    10.260     6.136     0.917
 10.0    26.12    9.331e-12    10.260     8.753     2.183
 20.0    27.12    4.010e-05    10.260     8.620     4.365
 46.4    34.91    1.146e-01    11.420    10.968    10.131
 77.0    52.26    6.670e-01    17.017    17.130    16.806
150.0   103.36    2.232e+00    32.878    32.933    32.740
300.0   219.42    5.464e+00    65.616    65.639    65.479
4.2 K immobile tail: depth 1.463 meV, body factor 7.299
4.2 K, drain 50 mV: S = 10.195 mV/dec
4.2 K, drain 50 mV: current = 3.225 nA
Effects outside the main model:
tail mobility ratio 0.1: S(4.2 K) = 11.413 mV/dec
tail mobility ratio 0.01: S(4.2 K) = 22.952 mV/dec
traps 1e+12 /(eV cm2): S(4.2 K) rises by 0.513 mV/dec
upper valleys 30 meV higher: largest change of S -0.006 mV/dec at 300.0 K
varying depletion capacitance, 4.2 K: S up 0.12 %
varying depletion capacitance, 300.0 K: S up 1.20 %
source-drain tunnelling: log10(transmission) = -312
carriers under the gate (upper bound) = 100
self-heating at 1e+05 K/W = 1.6e-05 K
carrier velocity at source = 2.01e+04 cm/s
mean lateral field = 5.0e-04 MV/cm
oxide field for 1 V band bending = 1.67 MV/cm
```
